\section*{Elastic step and first-order transition from strain coupling to an order parameter}

\section*{Question}

I am working through the Landau theory of a structural transition in which a soft mode freezes in with amplitude $Q$. The strain $e$ enters linearly and the order parameter quadratically, so my free energy per unit volume is
\begin{equation}
F=\tfrac12 a(T-T_0)Q^2+\tfrac14 bQ^4+\tfrac16 cQ^6+g\,eQ^2+\tfrac12 C_0e^2 .
\label{F}
\end{equation}
The exercise asks for the step in the elastic constant at the transition. It also asks for the quartic coefficient once the strain has been allowed for, and for the condition under which the transition becomes first order.

I am stuck at the first part. The elastic constant should be the second derivative of $F$ with respect to strain, but $\partial^2F/\partial e^2=C_0$ on both sides of the transition, so I find no step at all. If I eliminate $e$ first, there is no strain left to differentiate with respect to. Where does the step come from, and which quartic coefficient belongs in it? And how can an elastic coupling make a transition first order when $b$ is positive?

\section*{Answer}

Your derivative is taken at fixed $Q$. In a slow measurement $Q$ readjusts while the crystal is strained, and that readjustment carries part of the stress. The quartic coefficient is a separate matter: it depends on whether the strain is free to relax while $Q$ grows. The two problems use the same $F$ but hold different things fixed.

I take $a$, $b$, $c$ and $C_0$ positive and, like $g$, independent of temperature near $T_0$. $Q$ has one real component and is dimensionless, and $Q$ and $e$ are uniform. The treatment is mean-field, so fluctuations of $Q$ are left out. Stress is $\sigma=\partial F/\partial e$, positive in tension, and I write $A=a(T-T_0)$.

\subsection*{The elastic constant when $Q$ follows the strain}

At a given strain, $Q$ settles where $\partial F/\partial Q=0$:
\begin{equation}
Q\left(A+2ge+bQ^2+cQ^4\right)=0 .
\label{eqQ}
\end{equation}
If $A+2ge>0$, every term in the bracket is positive or zero, so the one solution is $Q=0$. If $A+2ge<0$, the bracket has a single positive root for $Q^2$, and this root is the minimum.

The stress is
\begin{equation}
\sigma=\frac{\partial F}{\partial e}=C_0e+gQ^2 .
\label{stress}
\end{equation}
A static isothermal experiment measures the total derivative of this stress, with $Q$ depending on $e$:
\begin{equation}
C=\frac{d\sigma}{de}=C_0+g\,\frac{d(Q^2)}{de}.
\label{Ctotal}
\end{equation}
The second term is the one you were missing. In the disordered phase $Q^2$ stays at zero under a small strain, so $C=C_0$.

In the ordered phase the bracket in \eqref{eqQ} vanishes. Differentiating it with respect to $e$ at fixed temperature gives
\begin{equation}
2g+\left(b+2cQ^2\right)\frac{d(Q^2)}{de}=0
\quad\Longrightarrow\quad
\frac{d(Q^2)}{de}=-\frac{2g}{b+2cQ^2},
\label{dq}
\end{equation}
where the factor 2 in $2cQ^2$ comes from $Q^4=(Q^2)^2$. Inserting this in \eqref{Ctotal},
\begin{equation}
C=C_0-\frac{2g^2}{b+2cQ^2}\qquad(Q\neq0).
\label{C}
\end{equation}
The correction contains $g^2$, so the crystal softens for either sign of $g$.

The same result follows from the general formula for a relaxing variable, $C=F_{ee}-F_{eQ}^2/F_{QQ}$, where subscripts denote partial derivatives. Here $F_{eQ}=2gQ$, and
\begin{equation}
F_{QQ}=A+2ge+3bQ^2+5cQ^4=2bQ^2+4cQ^4 ,
\end{equation}
because $A+2ge=-bQ^2-cQ^4$ in equilibrium. The ratio $4g^2Q^2/(2bQ^2+4cQ^4)$ reproduces \eqref{C}. This form shows why the step is finite: as $Q\to0$ the coupling $F_{eQ}^2$ and the restoring curvature $F_{QQ}$ both vanish as $Q^2$, and their ratio has a limit.

If the transition is continuous, $Q^2\to0$ as $T_0$ is approached from below, and
\begin{equation}
\boxed{\;\Delta C=C(T_0^-)-C(T_0^+)=-\frac{2g^2}{b}\;}
\label{step}
\end{equation}
The coefficient here is the original $b$, because \eqref{dq} describes how $Q^2$ responds when the strain is imposed.

Three experimental conditions are built into this. If the strain oscillates too fast for $Q$ to follow, $d(Q^2)/de=0$ and one measures $C_0$ on both sides, which is your result. Since the restoring curvature $F_{QQ}$ vanishes at a continuous transition, $Q$ responds ever more slowly there, and at any fixed frequency the softening fades close enough to $T_0$; \eqref{step} is the slow limit. The temperature must also stay fixed. If instead the entropy is fixed, with a background heat capacity $h_0$ per volume and thermal expansion neglected, a change in $Q^2$ changes the temperature by $\delta T=aT\,\delta(Q^2)/(2h_0)$, so $b$ in \eqref{C} is replaced by $b+a^2T/(2h_0)$ and the step is smaller. The strain amplitude must also be too small to carry the crystal across the transition. Below $T_0$ that requires $|\delta e|$ to be well under $(bQ^2+cQ^4)/(2|g|)$, since a larger strain of the wrong sign makes $A+2ge$ positive. Above $T_0$ the result $C=C_0$ likewise requires $|\delta e|<A/(2|g|)$, since a larger strain of the other sign makes $A+2ge$ negative and induces order. Both ranges shrink to zero at a continuous transition.

\subsection*{The quartic coefficient when the strain is free}

Now hold the stress fixed and let $e$ relax. The function to minimise is $G=F-\sigma e$. Setting $\partial G/\partial e=0$ gives
\begin{equation}
e=\frac{\sigma-gQ^2}{C_0},
\label{e}
\end{equation}
which is a minimum because $C_0>0$. With $\sigma-gQ^2=C_0e$, the terms of $G$ that contain $e$ become
\begin{align}
\tfrac12C_0e^2-(\sigma-gQ^2)e
&=-\tfrac12C_0e^2=-\frac{(\sigma-gQ^2)^2}{2C_0}\nonumber\\
&=-\frac{\sigma^2}{2C_0}+\frac{g\sigma}{C_0}Q^2-\frac{g^2}{2C_0}Q^4 .
\end{align}
Collecting powers of $Q$,
\begin{equation}
G=-\frac{\sigma^2}{2C_0}+\frac12\left(A+\frac{2g\sigma}{C_0}\right)Q^2
+\frac14b^*Q^4+\frac16cQ^6 ,
\label{G}
\end{equation}
\begin{equation}
\boxed{\;b^*=b-\frac{2g^2}{C_0}\;}
\label{bstar}
\end{equation}
The factor 2 arises because $-g^2/(2C_0)$ must equal the change in $b/4$. The crystal lowers its energy by deforming in proportion to $Q^2$. That gain is proportional to $Q^4$, so it counts against the quartic cost of ordering.

Stress enters \eqref{G} as a shift of the temperature at which the quadratic coefficient vanishes:
\begin{equation}
\frac{dT_0}{d\sigma}=-\frac{2g}{aC_0}.
\label{shift}
\end{equation}

With \eqref{bstar} the elastic constant \eqref{C} can be written
\begin{equation}
C=C_0\,\frac{b^*+2cQ^2}{b+2cQ^2},
\label{Cratio}
\end{equation}
because $C_0b-2g^2=C_0b^*$. Just below a continuous transition $C=C_0b^*/b$. The step in the compliance is then
\begin{equation}
\frac1C-\frac1{C_0}=\frac{b-b^*}{C_0b^*}=\frac{2g^2}{C_0^2b^*}.
\label{comp}
\end{equation}
So the stiffness step contains $b$ and the compliance step contains $b^*$. This answers your question about which coefficient to use: stiffness is a response at imposed strain, compliance a response at imposed stress.

Thermodynamics gives an independent check of \eqref{comp}. At zero stress and close to $T_0$ the sextic term is negligible when $b^*>0$. Then $Q^2=-A/b^*$ and $G=-A^2/(4b^*)$ below $T_0$. The entropy due to ordering is $-\partial G/\partial T=aA/(2b^*)$. Its temperature derivative is the jump in $h_\sigma/T$, with $h_\sigma$ the heat capacity per volume at fixed stress:
\begin{equation}
\Delta\!\left(\frac{h_\sigma}{T}\right)=\frac{a^2}{2b^*}.
\label{heat}
\end{equation}
Under stress, \eqref{G} gives the ordering energy $-a^2[T-T_0(\sigma)]^2/(4b^*)$, with $T_0(\sigma)$ linear in $\sigma$. Since $e=-\partial G/\partial\sigma$, the compliance is $-\partial^2G/\partial\sigma^2$, and the ordering energy adds $(a^2/2b^*)(dT_0/d\sigma)^2$ to it. This is the jump \eqref{heat} times the square of \eqref{shift},
\begin{equation}
\frac{a^2}{2b^*}\,\frac{4g^2}{a^2C_0^2}=\frac{2g^2}{C_0^2b^*},
\end{equation}
which is the compliance step. This is the Ehrenfest relation for a continuous transition under stress.

\subsection*{When the transition becomes first order}

Set $\sigma=0$ and write $q=Q^2\ge0$. The ordered states satisfy
\begin{equation}
A+b^*q+cq^2=0 .
\label{q}
\end{equation}
If $b^*\ge0$, there is no positive root for $A>0$ and one for $A<0$, and that root goes to zero as $A\to0$. The transition is continuous at $T_0$.

If $b^*<0$, complete the square in $G$:
\begin{align}
G&=\frac q2\left[A-\frac{|b^*|}{2}q+\frac c3q^2\right]\nonumber\\
&=\frac q2\left[\frac c3\left(q-\frac{3|b^*|}{4c}\right)^2+A-\frac{3b^{*2}}{16c}\right].
\label{square}
\end{align}
The disordered state has $G=0$. For $A>3b^{*2}/(16c)$ the bracket is positive for every $q$, and the disordered state has the lowest energy. When $A$ falls to this value, a state with finite $q$ reaches $G=0$. The transition therefore occurs at
\begin{equation}
T_{\rm tr}=T_0+\frac{3b^{*2}}{16ac},\qquad Q_{\rm tr}^2=\frac{3|b^*|}{4c},
\label{Ttr}
\end{equation}
with a jump in $Q$. The condition $b^*<0$ reads
\begin{equation}
g^2>\frac{bC_0}{2}.
\label{cond}
\end{equation}
A positive $b$ does not prevent this, because $b$ describes a crystal whose strain cannot relax.

Both states are local minima of $G$ over a range of temperatures, although they have equal energy only at $T_{\rm tr}$. The disordered state is a local minimum as long as $A>0$, hence down to $T_0$. For the ordered state, \eqref{q} gives $A=|b^*|q-cq^2$, whose largest value is $b^{*2}/(4c)$, at $q=|b^*|/(2c)$. On heating, the ordered state can thus persist as a metastable state at most up to $T_0+b^{*2}/(4ac)$.

The latent heat follows from the entropy. At an equilibrium state the derivative of $G$ with respect to temperature acts on the explicit $A$ alone, so the ordered state has entropy $-\tfrac12aQ^2$ relative to the disordered one, and
\begin{equation}
L=\tfrac12aT_{\rm tr}Q_{\rm tr}^2 .
\label{L}
\end{equation}

The elastic constant just below $T_{\rm tr}$ comes from \eqref{Cratio}, not from \eqref{step}, because $Q$ is finite there. Using $2cQ_{\rm tr}^2=\tfrac32|b^*|$,
\begin{equation}
C(T_{\rm tr}^-)=C_0\,\frac{|b^*|/2}{b+3|b^*|/2}>0 .
\label{Cfirst}
\end{equation}
If the ordered state is superheated to its limit, where $2cQ^2=|b^*|$, \eqref{Cratio} gives $C\to0$: the stress-free state loses its stability there.

At the dividing point $b^*=0$, the tricritical point, \eqref{q} gives $Q^2=\sqrt{a(T_0-T)/c}$ and
\begin{equation}
C=C_0\,\frac{2cQ^2}{b+2cQ^2}.
\label{tri}
\end{equation}
The elastic constant then tends to zero as $\sqrt{T_0-T}$ on heating towards $T_0$, and it is $C_0$ above.

What if the crystal is held at $e=0$? For uniform $Q$ and $e$, the quartic coefficient is then $b>0$, and ordering starts continuously at $T_0$ whatever the value of $g$. The uniformity matters. When $b^*<0$, the clamped state just below $T_0$ has $C\approx C_0-2g^2/b<0$. The energy as a function of strain then curves downwards, and the crystal could lower it by splitting into regions of larger and smaller strain with the same average. Fixing the outer dimensions alone therefore does not guarantee the continuous transition; the strain must be held everywhere.

\subsection*{Numbers}

Take round model parameters: $T_0=200$~K, $a=0.10$~MPa/K, $b=20$~MPa, $c=30$~MPa and $C_0=100$~GPa. The critical coupling from \eqref{cond} is $\sqrt{0.020\times100/2}=1.0$~GPa.

\textbf{Continuous case, $g=0.6$~GPa.} The correction to $b$ is $2(0.6)^2/100=0.0072$~GPa, so $b^*=20-7.2=12.8$~MPa. The step is
\begin{equation}
\frac{2g^2}{b}=\frac{2(0.6)^2}{0.020}=36\ \text{GPa},
\end{equation}
and $C$ falls from 100 to 64~GPa. Further cooling increases $Q^2$ and, by \eqref{C}, restores part of the stiffness:
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $Q^2$ & $C$ (GPa)\\
199 & 0.0077 & 64.8\\
190 & 0.0675 & 70.1\\
150 & 0.247 & 79.3
\end{tabular}
\end{center}
With $c=0$ the constant would stay at 64~GPa; the recovery comes from the sextic term. At 199~K the strain amplitude must stay well under about $20\times0.0077/(2\times600)=1.3\times10^{-4}$.

Equation \eqref{shift} gives $dT_0/d\sigma=-0.12$~K/MPa. A compressive stress of 100~MPa raises the transition to 212~K, because for $g>0$ ordering makes $e$ negative and compression favours it. The heat-capacity jump \eqref{heat} is $3.906\times10^{-4}$~MPa/K$^2$. Multiplied by $(0.12)^2$, it gives $5.625\times10^{-6}$~MPa$^{-1}$, in agreement with \eqref{comp}.

\textbf{Tricritical case, $g=1.0$~GPa.} Now $b^*=0$. At 199~K, $Q^2=\sqrt{0.1/30}=0.0577$ and $2cQ^2=3.46$~MPa, so $C=100\times3.46/23.46=14.8$~GPa. At 199.99~K it is down to 1.7~GPa.

\textbf{First-order case, $g=1.2$~GPa.} Here $2g^2/C_0=28.8$~MPa and $b^*=-8.8$~MPa. From \eqref{Ttr},
\begin{align}
Q_{\rm tr}^2&=\frac{3\times8.8}{4\times30}=0.22,\\
T_{\rm tr}&=200+\frac{3(8.8)^2}{16\times0.10\times30}=204.84\ \text{K}.
\end{align}
The strain jumps to $-gQ_{\rm tr}^2/C_0=-2.64\times10^{-3}$. The ordered state remains a local minimum on heating up to 206.45~K and the disordered state on cooling down to 200~K; these are the limits of metastability. The latent heat is $\tfrac12\times0.10\times204.84\times0.22=2.25$~MJ/m$^3$. Just below the transition,
\begin{equation}
C=100\times\frac{4.4}{20+13.2}=13.3\ \text{GPa}.
\end{equation}
Using \eqref{step} here would give $100-144=-44$~GPa. The negative value signals that a stress-free state with vanishingly small $Q$ is unstable.

The effect of clamping is plain at 202~K: the lowest uniform state has $Q^2=0.269$ at zero stress but $Q=0$ at zero strain.

These results were checked by minimising \eqref{F} numerically and taking second differences of the relaxed energy with respect to strain.

\subsection*{More than one strain component}

In a real crystal several strains may couple to $Q^2$. Replace the elastic part of \eqref{F} by $Q^2\sum_ig_ie_i+\tfrac12\sum_{ij}C_{ij}e_ie_j$, with $C_{ij}$ the bare stiffness matrix. At zero stress $\sum_jC_{ij}e_j=-g_iQ^2$, so $e_i=-Q^2\sum_j(C^{-1})_{ij}g_j$. The coupling term is then $-Q^4\,g^{\mathsf T}C^{-1}g$ and the elastic term is half as large with the opposite sign. Their sum, $-\tfrac12Q^4\,g^{\mathsf T}C^{-1}g$, changes $b/4$, and
\begin{equation}
b^*=b-2\,g^{\mathsf T}C^{-1}g .
\end{equation}
For the stiffness, $\sigma_i=\sum_jC_{ij}e_j+g_iQ^2$, and \eqref{dq} becomes $\partial(Q^2)/\partial e_j=-2g_j/(b+2cQ^2)$. At a continuous transition
\begin{equation}
\Delta C_{ij}=-\frac{2g_ig_j}{b}.
\end{equation}

As an example, let the parent phase have one distinguished axis, labelled 3, with $g_1=g_2=0.2$~GPa and $g_3=0.8$~GPa. For simple arithmetic give all three diagonal constants the value 150~GPa and all off-diagonal ones 50~GPa. Then $b^*=11.36$~MPa, still positive. The steps are $-4$~GPa in $C_{11}$ and $C_{12}$, $-16$~GPa in $C_{13}$ and $-64$~GPa in $C_{33}$. If the order parameter has several components, the others can also relax under strain and may add further terms, which this one-component formula leaves out.

\section*{Computed results}
\begin{verbatim}
T0 = 200.0 K, a = 0.10 MPa/K, b = 20.0 MPa, c = 30.0 MPa
C0 = 100.0 GPa
critical coupling sqrt(b C0/2) = 1.000 GPa
CONTINUOUS CASE g = 0.6 GPa
b* = 12.80 MPa
step 2g^2/b = 36.00 GPa, C just below T0 = 64.00 GPa
numerical C at T0 - 0.01 K = 64.01 GPa
T = 199 K: Q^2 = 0.0077, strain = -4.605e-05, C = 64.81 GPa
T = 190 K: Q^2 = 0.0675, strain = -4.048e-04, C = 70.06 GPa
T = 150 K: Q^2 = 0.2473, strain = -1.484e-03, C = 79.33 GPa
dT0/dstress = -0.1200 K/MPa; T0 at stress -100 MPa = 212.00 K
jump of heat capacity/T = 3.906e-04 MPa/K^2
compliance step = 5.625e-03 1/GPa
TRICRITICAL CASE g = 1.0 GPa, b* = 0.00 MPa
T = 190.00 K: Q^2 = 0.1826, C = 35.39 GPa
T = 199.00 K: Q^2 = 0.0577, C = 14.76 GPa
T = 199.99 K: Q^2 = 0.0058, C = 1.70 GPa
FIRST-ORDER CASE g = 1.2 GPa
b* = -8.80 MPa
transition temperature = 204.84 K
jump of Q^2 = 0.2200, of Q = 0.4690
spontaneous strain at transition = -2.640e-03
C just below transition = 13.25 GPa
continuous formula C0 - 2g^2/b would give -44.00 GPa
ordered state survives on heating to 206.45 K
disordered state survives on cooling to 200.00 K
latent heat = 2.253 MJ/m^3
zero-strain crystal: Q^2 = 5.00e-04 at T0 - 0.1 K
at T0 + 2 K: Q^2 = 0.000 at zero strain, 0.269 at zero stress
THREE STRAINS: C11 = 150 GPa, C12 = 50 GPa
g1 = g2 = 0.2 GPa, g3 = 0.8 GPa, b* = 11.36 MPa
steps: C11 -4.0, C12 -4.0, C13 -16.0, C33 -64.0 GPa
\end{verbatim}
